Thickness bias from a 20° photoelectron acceptance centred at 60° emission

**The question**

A uniform film of thickness d covers a thick substrate. Its thickness is found from the ratio of a film photoelectron peak to a substrate peak. The analyser axis is at θ₀ = 60° from the surface normal and the acceptance half-width is Δ = 10°.

Assume a flat surface, straight electron paths, and one attenuation length L for both peaks in both materials. Each signal is divided by that of a thick reference of its own material, measured in the same geometry. Take L = 3.0 nm and d = 2.0 nm. "Bias" means apparent minus true thickness, and percentages are relative to true thickness. Angles in formulas are in radians.

**(a) Find the signals in one direction θ. Show how the viewed area sets the weight of each direction in the average.**

*Answer.* An electron from depth z travels a path z/cos θ and escapes without loss with probability exp[−z/(L cos θ)]. Let A(θ) be the surface area seen in direction θ, and K_o, K_s the source strengths per unit volume. The film and substrate signals per unit angle are

I_o(θ) = K_o A(θ) ∫₀ᵈ exp[−z/(L cos θ)] dz
= K_o A(θ) L cos θ {1 − exp[−d/(L cos θ)]},

I_s(θ) = K_s A(θ) ∫_d^∞ exp[−z/(L cos θ)] dz
= K_s A(θ) L cos θ exp[−d/(L cos θ)].

A thick reference gives K A(θ) L cos θ. The normalised signals are therefore averages of the exponential and of one minus it, with weight

w(θ) ∝ A(θ) cos θ.

There are two simple cases. If the analyser's field of view is smaller than the lit spot, the viewed area grows as 1/cos θ and w is flat. This neglects the small change of the field's projected area for rays off the axis. If the whole lit spot lies inside the field of view, A is constant and w ∝ cos θ.

"±10°" does not fix the average until the shape and weight are given. The base case below is a planar fan, 50° ≤ θ ≤ 70°, with flat weight.

**(b) Average the signals for the base case and find the thickness deduced from the central angle alone.**

*Answer.* With angle brackets for the weighted average, the normalised signals are

S_s = T(d) = ⟨exp[−d/(L cos θ)]⟩, S_o = 1 − T.

For the flat fan,

T(d) = [1/(2Δ)] ∫ exp[−d/(L cos θ)] dθ, from θ₀ − Δ to θ₀ + Δ.

Numerical integration gives T = 0.25841 and 1 − T = 0.74159, so

R = S_o/S_s = 0.74159/0.25841 = 2.870.

The central direction alone would give a substrate signal exp(−1.3333) = 0.26360 and a ratio of 2.794.

The single-angle analysis assumes R = exp[d_app/(L cos θ₀)] − 1. Solving for d_app, and using 1 + R = 1/T,

d_app = L cos θ₀ ln(1 + R) = −L cos θ₀ ln T.

Here L cos θ₀ = 1.5 nm and ln(1 + R) = 1.3532, hence

d_app = 1.5 × 1.3532 = 2.030 nm,
b = d_app − d = +0.030 nm, or +1.5%.

**(c) Explain the sign by expanding in t = d/L.**

*Answer.* Write u = 1/cos θ, with mean κ₁ and variance κ₂. Taking the mean out of the exponential,

T = exp(−tκ₁) ⟨exp[−t(u − κ₁)]⟩
= exp(−tκ₁) [1 + t²κ₂/2 + O(t³)],

because the term linear in u − κ₁ averages to zero. Taking the logarithm and multiplying by −cos θ₀/t gives

d_app/d = cos θ₀ [κ₁ − tκ₂/2 + O(t²)].

Two effects compete. The secant is convex, so directions beyond 60° lengthen the mean path by more than those below 60° shorten it. This raises the apparent thickness. But the substrate signal comes preferentially from the directions nearer the normal, where attenuation is weaker. This lowers the apparent thickness, and matters more as the film thickens.

Since d[ln(sec θ + tan θ)]/dθ = sec θ and d(tan θ)/dθ = sec²θ, the flat fan has

κ₁ = [ln(sec θ + tan θ)]/(2Δ) = 2.0762,
κ₂ = [tan θ]/(2Δ) − κ₁² = 0.1462,

where the square brackets are differences between 70° and 50°. As t → 0 the relative bias is 0.5 × 2.0762 − 1 = +3.8%. At t = 0.6667 the two retained terms give

d_app/d ≈ 0.5 × (2.0762 − 0.0487) = 1.014,

close to the integrated result, 1.015.

**(d) Derive the bias for a narrow acceptance at any fixed thickness. Compare a fan with a circular cone, each with flat and cosine weights.**

*Answer.* Let ε = θ − θ₀, τ = tan θ₀ and x = d/(L cos θ₀). The derivatives of sec θ at θ₀ are τ sec θ₀ and (1 + 2τ²) sec θ₀, so to second order

d/(L cos θ) = x[1 + τε + (1 + 2τ²)ε²/2].

Expanding the exponential to the same order,

exp[−d/(L cos θ)] = e⁻ˣ [1 − xτε − x(1 + 2τ²)ε²/2 + x²τ²ε²/2].

Let m = ⟨ε⟩ and s² = ⟨ε²⟩, both of order Δ². Averaging, then taking −ln T and dividing by x, gives d_app/d. Subtracting 1,

b/d = τm + (s²/2)[1 + 2τ² − xτ²] + O(Δ⁴).

For the flat fan, m = 0 and s² = Δ²/3. For the cosine fan, w ∝ 1 − τε to first order, so m = −τs². This adds −2τ² inside the bracket.

For the cone, let p and q be small angular displacements in and across the emission plane, with p towards larger θ. Then

cos θ = cos θ₀ [1 − (p² + q²)/2] − p sin θ₀.

Comparing this with cos(θ₀ + ε) = cos θ₀(1 − ε²/2) − ε sin θ₀ gives

ε = p + (q²/2) cot θ₀.

A uniform disc of radius Δ has ⟨p²⟩ = ⟨q²⟩ = Δ²/4. Thus s² = Δ²/4 and, for flat weight, m = (s²/2) cot θ₀. The term τm adds 1 to the bracket. Cosine weighting again subtracts 2τ². All four cases are

b/d = (s²/2)[a − xτ²],

with

- flat fan: a = 1 + 2τ² = 7
- cosine fan: a = 1
- flat cone: a = 2 + 2τ² = 8
- cosine cone: a = 2

Here τ² = 3 and x = 4/3, so xτ² = 4. For the flat fan, Δ² = 0.03046 gives b/d = (0.03046/6)(7 − 4) = +1.52%. Full averaging over ±10° gives these biases at 2 nm:

- flat fan: +0.030 nm (+1.5%)
- cosine fan: −0.031 nm (−1.6%)
- flat cone: +0.030 nm (+1.5%)
- cosine cone: −0.016 nm (−0.8%)

Changing the weight alone reverses the sign at this thickness. The near equality of the two flat cases belongs to this thickness: the narrow laws (Δ²/6)(7 − 3x) and (Δ²/8)(8 − 3x) are equal at x = 4/3.

The narrow law puts zero bias at d = L cos θ₀ a/τ². For the flat fan this is 1.5 × 7/3 = 3.5 nm. Full averaging gives 3.42 nm for the flat fan, 0.47 nm for the cosine fan, 3.93 nm for the flat cone and 0.95 nm for the cosine cone.

**(e) Show that the bias changes sign once as the film thickens, and find the thick-film limit.**

*Answer.* Put v = exp(−u), so T = ⟨vᵗ⟩. For r > t > 0 the function y^(r/t) is convex, and Jensen's inequality gives

⟨vᵗ⟩^(r/t) < ⟨vʳ⟩.

It is strict because v varies over the acceptance. Taking the power 1/r shows that T^(1/t) rises with t. Its negative logarithm, −(ln T)/t, therefore falls, and so does

d_app/d = cos θ₀ [−(ln T)/t].

The thin-film value is cos θ₀ κ₁. It exceeds 1 in all four cases. To see this, let ⟨ ⟩_f denote the flat average. By symmetry about the axis, ⟨cos θ⟩_f = cos θ₀ ⟨cos α⟩_f < cos θ₀, where α is the angle from the axis. With cosine weight κ₁ = 1/⟨cos θ⟩_f; with flat weight κ₁ = ⟨1/cos θ⟩_f, which is larger still by convexity.

For t → ∞ the direction nearest the normal dominates, and

d_app/d → cos θ₀/cos(θ₀ − Δ) = cos 60°/cos 50° = 0.778.

The ratio falls continuously from above 1 to below 1, so it crosses 1 once. The limiting bias of −22% is approached slowly. At 6 nm the flat-fan bias is −0.14 nm, or −2.4%, although the substrate signal has already fallen to 2% of its reference. These thick-film values hold for straight paths only; in real films of this thickness elastic scattering can be the larger effect, as (g) shows.

**(f) How should the thickness be recovered from R?**

*Answer.* Solve

T(d) = 1/(1 + R)

numerically with the measured angular weight. T falls steadily with d, so the solution is unique. For thin films, the expansion in (c) gives, with Λ = ln(1 + R),

κ₂t²/2 − κ₁t + Λ = 0,
t = [κ₁ − √(κ₁² − 2κ₂Λ)]/κ₂.

The minus sign is chosen because t must vanish with Λ. With Λ = 1.35319,

t = (2.07620 − 1.97862)/0.14620 = 0.6674,

so d = 2.002 nm. At a true thickness of 6 nm the same formula gives 6.08 nm, because the omitted higher powers of t are no longer small. The full equation should be used there.

**(g) Set the result beside a real measurement.**

*Answer.* The parameters are rough values in the regime of a thin gate oxide on a semiconductor wafer, measured with a laboratory soft X-ray source. On a crystalline wafer, diffraction also makes the substrate peak vary with direction. This is not modelled here, and the substrate reference should at least have the same crystal orientation. The acceptance bias of 0.030 nm must be compared with other errors at the same 2 nm thickness. Except for anisotropy, the shifts below are calculated for the central direction alone. An L taken 10% too large adds 0.20 nm. A tilt making the true central angle 61° adds 0.063 nm. Real electrons also scatter elastically, which breaks the straight-path assumption. Take a model that replaces the many small elastic deflections by fewer isotropic ones, with an assumed inelastic path of 3.3 nm and an assumed elastic share of 0.15 of the model's collisions. The effective L is then 2.96 nm at normal emission and 3.02 nm at 60°. Using the former at 60° shifts the result by −0.040 nm. The effective L also varies across the fan, from about 2.99 nm near 50° to about 3.09 nm near 70°. With the 60° value in the analysis, the flat-fan acceptance bias becomes about +0.025 nm rather than +0.030 nm. The effective L depends on thickness too: at 6 nm it is 2.91 nm at normal emission and 3.09 nm at 60°. Using the former at 60° then shifts the result by about −0.35 nm, more than the acceptance bias there.

Smaller departures can still rival the acceptance bias. Refraction at the surface, for 1400 eV electrons and an assumed inner potential of 12 eV, gives −0.025 nm: the path inside is closer to the normal than the path outside. Averaging over the flat fan makes this shift about 10% larger. Anisotropic photoemission changes the angular weight. Take an asymmetry parameter of 1 and an unpolarised source in the emission plane. With the source at 54.7° to the analyser axis, 5.3° from the normal on the analyser's side, the flat-fan result shifts by +0.025 nm. With the source at 125.3° to the axis, 65.3° from the normal on the other side, it shifts by −0.025 nm. A thickness spread of 0.20 nm rms gives −0.013 nm, and a substrate peak 4 eV higher in kinetic energy than the film peak gives −0.003 nm if L is assumed to grow as the kinetic energy to the power 0.75.

For these numbers, correcting the acceptance improves absolute thickness appreciably only if L is known to about 1.5% and the angle to about half a degree, since errors of that size equal the bias. The correction also needs the actual angular weight, because the wrong choice between flat and cosine weighting can give it the wrong sign. The numerical output lists the remaining thicknesses.

Calculated quantities

```
attenuation length L = 3.0 nm; true thickness = 2.0 nm
central angle = 60 deg; half-width = 10 deg
d/L = 0.6667; d/(L cos theta0) = 1.3333
central-angle substrate signal = 0.26360
central-angle overlayer signal = 0.73640
central-angle signal ratio = 2.7937
averaged substrate signal T = 0.25841
averaged overlayer signal 1-T = 0.74159
averaged signal ratio R = 2.8698; ln(1+R) = 1.35319
apparent thickness = 2.0298 nm
thickness bias = +0.0298 nm = +1.49 %
narrow-law bias = +1.52 %
mean secant k1 = 2.07620; variance k2 = 0.14620
thin-film bias limit = +3.81 %
thick-film bias limit = -22.21 %
quadratic recovery at 2 nm = 2.0023 nm
quadratic recovery at 6 nm = 6.0758 nm
full numerical recovery at 2 nm = 2.0000 nm
flat fan: true nm, T, apparent nm, bias nm, bias %
  1.0, 0.50453, 1.0262, +0.0262, +2.62
  2.0, 0.25841, 2.0298, +0.0298, +1.49
  3.0, 0.13419, 3.0127, +0.0127, +0.42
  4.0, 0.07056, 3.9770, -0.0230, -0.58
  6.0, 0.02014, 5.8575, -0.1425, -2.37
narrow flat-fan crossover = 3.500 nm
acceptance: bias at 2 nm (nm), bias (%), crossover (nm)
  fan, flat: +0.0298, +1.49, 3.416
  fan, cosine: -0.0313, -1.57, 0.467
  cone, flat: +0.0301, +1.51, 3.926
  cone, cosine: -0.0160, -0.80, 0.950
neglected effects at 2 nm, shift of apparent thickness:
  tilt to larger angle by 1 deg: +0.0627 nm
  L taken 10 % too large: +0.2000 nm
  thickness spread 0.20 nm rms: -0.0133 nm
  kinetic energy 1400 eV, inner potential 12 eV
  surface refraction: -0.0250 nm
  peak separation 4 eV: -0.00315 nm
  anisotropy beta = 1, two source sides: +0.0253, -0.0250 nm
  elastic model: albedo 0.15, inelastic path 3.3 nm
  effective L at 0 and 60 deg: 2.957, 3.017 nm
  elastic shift if L from 0 deg is used: -0.0397 nm
```
